# Gamma statistics of logarithmic energy loss in equal-mass hard-sphere collisions

## Definitions and conventions

A smooth hard sphere of mass \(m\) and kinetic energy \(E_0\) strikes, one after another, free spheres of the same mass that are at rest. The sphere that started with \(E_0\) is called the projectile throughout, even when a target leaves a collision faster than it does. Its energy after \(n\) collisions is \(E_n\), and

\[
S_n=\ln\frac{E_0}{E_n},\qquad U_k=\frac{E_k}{E_{k-1}},\qquad X_k=-\ln U_k .
\]

The logarithm is natural. The distance between centres at contact is \(D\), and the impact parameter \(b\) is the distance of the target centre from the projectile's line of flight. Energies are in eV and lengths in nm.

The result to be shown is that, for fixed \(n\ge1\), \(S_n\) has the density

\[
f_n(s)=\frac{s^{n-1}e^{-s}}{(n-1)!},\qquad s>0, \tag{1}
\]

which is the gamma distribution of shape \(n\) and scale 1, with mean \(n\) and variance \(n\).

The assumptions are these:

- Collisions are classical, elastic and binary.
- Given that a collision occurs, the impact point is uniform over the disc of radius \(D\) and independent of all earlier impacts.
- Nothing else changes the energy: there is no electronic loss, no binding and no thermal motion.

## One collision

Let \(\mathbf v\) be the projectile velocity before impact and \(\hat{\mathbf n}\) the unit vector from the projectile centre to the target centre at contact. Smooth spheres exert no tangential force, so the impulse lies along \(\hat{\mathbf n}\). If the target leaves with velocity \(q\hat{\mathbf n}\), momentum conservation with equal masses gives

\[
\mathbf v'=\mathbf v-q\hat{\mathbf n}.
\]

Energy conservation, after division by \(m/2\), reads

\[
v^2=|\mathbf v-q\hat{\mathbf n}|^2+q^2
=v^2-2q\,\mathbf v\cdot\hat{\mathbf n}+2q^2 ,
\]

so that \(q(q-\mathbf v\cdot\hat{\mathbf n})=0\). The root \(q=0\) means that no collision took place. The other root is \(q=\mathbf v\cdot\hat{\mathbf n}\).

Let \(\varphi\) be the angle between \(\mathbf v\) and \(\hat{\mathbf n}\). The line joining the centres has length \(D\), and its component perpendicular to \(\mathbf v\) has length \(b\). Hence \(\sin\varphi=b/D\) and \(q=v\cos\varphi\). The target carries off \(q^2\) of the original \(v^2\), which leaves

\[
v'^2=v^2-v^2\cos^2\varphi=v^2\sin^2\varphi,
\qquad
U=\frac{E'}{E}=\frac{b^2}{D^2}. \tag{2}
\]

A head-on impact, \(b=0\), stops the projectile. A grazing impact, \(b=D\), costs it nothing.

The impact point is uniform over the disc, so the probability of an impact within radius \(\beta\) is the ratio of areas \(\beta^2/D^2\). For \(0\le u\le1\),

\[
P(U\le u)=P\!\left(b\le D\sqrt u\right)=\frac{\pi D^2u}{\pi D^2}=u .
\]

The retained fraction \(U\) is therefore uniform on \((0,1)\). Neither \(E\) nor \(D\) survives in this result. It still holds if \(D\) depends on the energy, provided that each impact is uniform over the disc belonging to its own energy. Since the distribution of the next fraction is the same for every past history, \(U_1,U_2,\ldots\) are independent.

An implementation that also follows directions needs the laboratory deflection angle \(\theta\). From \(\mathbf v\cdot\mathbf v'=v^2-(\mathbf v\cdot\hat{\mathbf n})^2=v^2\sin^2\varphi\) and \(v'=v\sin\varphi\),

\[
\cos\theta=\frac{\mathbf v\cdot\mathbf v'}{vv'}=\sin\varphi=\sqrt U .
\]

The azimuth is uniform, but \(\theta\) is fixed by \(U\) and must not be drawn separately.

## From one collision to \(n\)

For \(x\ge0\), the logarithmic loss in one collision obeys

\[
P(X>x)=P(U<e^{-x})=e^{-x},
\]

so its density is \(f_1(x)=e^{-x}\). Integration by parts gives

\[
\langle X\rangle=\int_0^\infty xe^{-x}dx=\int_0^\infty e^{-x}dx=1,
\qquad
\langle X^2\rangle=2\int_0^\infty xe^{-x}dx=2,
\]

and the variance is \(2-1^2=1\).

Since \(E_n=E_0U_1U_2\cdots U_n\), taking the logarithm turns the product into a sum:

\[
S_n=X_1+X_2+\cdots+X_n .
\]

Means add, so \(\langle S_n\rangle=n\). In the variance, the cross terms \(\langle(X_i-1)(X_j-1)\rangle\) with \(i\ne j\) factor into products of zero means. The variances therefore add as well, and \(\operatorname{var}S_n=n\).

The full density follows by induction. Equation (1) holds for \(n=1\). If it holds for \(n\), then a total \(s\) after \(n+1\) collisions is made of some \(y\) from the first \(n\) and \(s-y\) from the last:

\[
\begin{aligned}
f_{n+1}(s)&=\int_0^s f_n(y)\,f_1(s-y)\,dy
=\int_0^s\frac{y^{n-1}e^{-y}}{(n-1)!}\,e^{-(s-y)}dy\\
&=\frac{e^{-s}}{(n-1)!}\int_0^s y^{n-1}dy
=\frac{s^n e^{-s}}{n!}.
\end{aligned}
\]

This is equation (1) with \(n\) replaced by \(n+1\), which completes the proof.

A direct simulation of 200,000 chains of five collisions, with velocity vectors in three dimensions, gave a mean of 5.001 and a variance of 5.011 for \(S_5\). The sampling error of the mean is \(\sqrt{5/200000}=0.005\). For a large sample of size \(M\), the squared error of the variance is \((\mu_4-\sigma^4)/M\), with \(\mu_4\) the fourth central moment and \(\sigma^2\) the variance. One collision has \(\langle(X-1)^4\rangle=24-4\cdot6+6\cdot2-4+1=9\), so a sum of \(n\) independent terms has \(\mu_4=9n+3n(n-1)\), which is 105 for \(n=5\). The error is therefore \(\sqrt{(105-25)/200000}=0.02\), and both sampled values agree with 5.

The relative width of \(S_n\) is \(\sqrt n/n=1/\sqrt n\). The distribution becomes more symmetric as \(n\) grows. One collision has the third central moment \(\langle(X-1)^3\rangle=6-3\cdot2+3\cdot1-1=2\), where \(\langle X^3\rangle=3\langle X^2\rangle=6\). Third central moments of independent terms add, so the skewness is \(2n/n^{3/2}=2/\sqrt n\). At \(n=5\) this is still 0.9, and a normal approximation would be poor in the tails.

## Probabilities and energies

Let \(Q_n(s)=P(S_n>s)\). One integration by parts gives

\[
Q_n(s)=\int_s^\infty\frac{t^{n-1}e^{-t}}{(n-1)!}dt
=\frac{s^{n-1}e^{-s}}{(n-1)!}+Q_{n-1}(s),\qquad n\ge2 .
\]

Starting from \(Q_1=e^{-s}\), repeated use yields

\[
P(S_n>s)=e^{-s}\sum_{k=0}^{n-1}\frac{s^k}{k!}. \tag{3}
\]

With \(s=\ln(E_0/E)\), this is the probability that \(E_n<E\).

For the energy density \(g_n(E)\), use \(|ds/dE|=1/E\) and \(e^{-s}=E/E_0\). The factors of \(E\) cancel:

\[
g_n(E)=\frac{1}{E}\,f_n\!\left(\ln\frac{E_0}{E}\right)
=\frac{[\ln(E_0/E)]^{n-1}}{(n-1)!\,E_0},\qquad 0<E<E_0 . \tag{4}
\]

For \(n=1\) it is flat. For \(n\ge2\) it vanishes at \(E_0\) and grows without bound, though integrably, as \(E\to0\).

The mean energy is not \(E_0e^{-n}\). Independence and \(\langle U\rangle=1/2\), \(\langle U^2\rangle=1/3\) give

\[
\langle E_n\rangle=\frac{E_0}{2^n},\qquad
\operatorname{var}E_n=E_0^2\left(3^{-n}-4^{-n}\right). \tag{5}
\]

By contrast, \(E_0e^{-n}\) is the exponential of the mean of \(\ln E_n\). The two differ because the mean energy gives each chain the weight \(e^{-s}\). The weighted density is proportional to \(s^{n-1}e^{-2s}\), and the substitution \(t=2s\) shows that its mean is \(n/2\). The average energy is thus carried by projectiles whose logarithmic loss is about half the typical one.

To sample \(E_n\) alone, draw one gamma variate \(G\) of shape \(n\) and scale 1 and set \(E_n=E_0e^{-G}\). To follow a chain, add the values \(-\ln U_k\). Summing logarithms avoids the underflow that a long product of fractions can cause.

## Number of collisions to a threshold

Slowing-down calculations often stop at a threshold \(E_c<E_0\). Let \(N\) be the first collision after which the energy is below \(E_c\), and let \(L=\ln(E_0/E_c)\). The energy never rises, so \(N>n\) means that \(S_n\le L\). Equation (3) and \(\sum_{k=0}^\infty L^k/k!=e^L\) then give

\[
P(N>n)=1-e^{-L}\sum_{k=0}^{n-1}\frac{L^k}{k!}
=e^{-L}\sum_{k=n}^{\infty}\frac{L^k}{k!}.
\]

Subtracting successive values leaves one term:

\[
P(N=n)=P(N>n-1)-P(N>n)=\frac{e^{-L}L^{n-1}}{(n-1)!}. \tag{6}
\]

Thus \(K=N-1\) is Poisson distributed. Cancelling factors in the sums for \(K\) and \(K(K-1)\) gives \(\langle K\rangle=L\) and \(\langle K(K-1)\rangle=L^2\). Hence \(\operatorname{var}K=L^2+L-L^2=L\), and

\[
\langle N\rangle=1+L,\qquad \operatorname{var}N=L .
\]

The extra 1 comes from overshoot. If a logarithmic loss \(r\) is still needed before the last collision, then \(P(X-r>x\,|\,X>r)=e^{-(r+x)}/e^{-r}=e^{-x}\). The excess beyond the threshold has mean 1 for every \(r\). It also follows that \(E_N/E_c\) is uniform on \((0,1)\): the projectile does not stop just below \(E_c\).

## Two changes that break the law

**Unequal masses.** Let the target mass be \(A\) times the projectile mass. Momentum conservation now gives \(\mathbf v'=\mathbf v-Aq\hat{\mathbf n}\), and energy conservation gives

\[
0=-2Aq\,\mathbf v\cdot\hat{\mathbf n}+A^2q^2+Aq^2
\quad\Rightarrow\quad
q=\frac{2v\cos\varphi}{1+A}.
\]

The target takes the fraction \(Aq^2/v^2\) of the energy, so

\[
\frac{E'}{E}=1-\frac{4A}{(1+A)^2}\cos^2\varphi .
\]

Because \(\cos^2\varphi=1-b^2/D^2\) is uniform on \((0,1)\), \(E'/E\) is uniform between 1 and

\[
\alpha=1-\frac{4A}{(1+A)^2}=\left(\frac{A-1}{A+1}\right)^2 .
\]

An antiderivative of \(-\ln u\) is \(u-u\ln u\). The mean logarithmic loss per collision is therefore

\[
\xi=\frac{1}{1-\alpha}\int_\alpha^1(-\ln u)\,du
=\frac{1-\alpha+\alpha\ln\alpha}{1-\alpha}
=1+\frac{\alpha\ln\alpha}{1-\alpha}. \tag{7}
\]

As \(\alpha\to0\), \(\xi\to1\), the equal-mass value. For \(\alpha>0\) a single loss cannot exceed \(-\ln\alpha\), whereas a gamma variate has no upper bound, so equation (1) fails. For boron striking silicon, \(A=28.086/10.81\) gives \(\alpha=0.197\) and \(\xi=0.601\). A simulation of 200,000 such collisions gave 0.600.

**Following the faster partner.** With equal masses the target receives the fraction \(1-U\). A code that continues with the faster sphere retains \(\max(U,1-U)\), which is uniform on \((1/2,1)\). Equation (7) with \(\alpha=1/2\) gives \(\xi=1-\ln2=0.307\) instead of 1. The labelling rule must therefore be settled before the gamma law is used.

A further condition concerns \(n\) itself, which is fixed in equation (1). If \(D\) depends on energy, the number of collisions within a given path length depends on the energies reached along the way. Selecting chains by that number then changes their energy distribution.

## Worked example: silicon in silicon

Take a silicon ion or recoil with \(E_0=1000\) eV in silicon, and \(E_c=15\) eV as a rough displacement threshold. After five collisions,

\[
\langle E_5\rangle=\frac{1000}{32}=31.25\ \text{eV},\qquad
E_0e^{-5}=6.74\ \text{eV}.
\]

The median is 9.4 eV and the standard deviation is 56 eV, larger than the mean. One projectile in ten retains more than 88 eV.

For the threshold, \(L=\ln(1000/15)=4.20\). The mean number of collisions is \(1+4.20=5.20\), with standard deviation \(\sqrt{4.20}=2.05\). The probability that five collisions suffice is the sum of equation (6) from \(n=1\) to 5:

\[
0.0150+0.0630+0.1323+0.1852+0.1944=0.5899 .
\]

This equals \(P(E_5<E_c)\), as it must. The simulated chains gave 0.5897.

## Comparison with real silicon

The first idealization to examine is the hard wall. To size its effect, the Ziegler-Biersack-Littmark (ZBL) screened repulsion was used, with \(D\) set to its head-on distance of closest approach. There the potential equals the centre-of-mass energy \(E/2\), which gives \(D=0.049\) nm at 1000 eV and 0.158 nm at 15 eV. For impacts with \(b<D\) at 1000 eV, the mean logarithmic loss is 0.81 instead of 1.

The soft potential also deflects projectiles that pass outside \(D\), so its collisions have no natural edge. One convention counts every atom passed within a disc of radius 0.153 nm, which gives each atom its share of area in the solid. At 1000 eV the mean loss per such encounter is 0.103. A hard sphere would be hit in a fraction \((0.0489/0.1532)^2=0.102\) of these encounters, with mean loss 1 per hit, so at this energy the two models have nearly the same mean logarithmic loss per atom passed. The core collisions, \(b<D\), contribute only \(0.102\times0.812=0.083\) to the ZBL value, and the glancing ones supply the remaining 0.020. This cancellation was checked only at 1000 eV and should not be assumed at other energies. It also does not carry over to the energy itself: the mean fraction of energy lost per encounter is 0.067 for ZBL and 0.051 for the hard sphere, or a nuclear stopping of about 247 against 188 eV/nm. Under this convention the ZBL model needs 20.7 encounters on average to pass 15 eV, against 5.2 hard-sphere collisions. The two numbers count different events, and a ZBL encounter count must not be inserted for \(n\) in equation (1). The count depends strongly on the chosen disc: a radius of 0.118 nm gives about 13 encounters and 0.20 nm gives about 35, while the corresponding path length stays between 5.5 and 5.9 nm. For the radius of 0.153 nm, the sampling error of the 20.7 is 0.06, and refining the scattering table shifted it by 0.02. A larger shift comes from electronic loss, which this count leaves out: including the Lindhard-Scharff stopping discussed below lowers the mean to about 19.

The other neglected effects depend on energy:

- **Electronic loss.** With 50.0 atoms per nm³, the hard-sphere free path at 1000 eV is \(1/(50.0\,\pi\,0.0489^2)=2.66\) nm. Lindhard-Scharff stopping of 27.9 eV/nm, held constant over this path, removes 74 eV, or 7% of \(E_0\). The mean loss in the hard-sphere collision itself is 50%.
- **Binary collisions.** At 1000 eV the free path is far longer than the neighbour distance of 0.235 nm. At 15 eV it is 0.25 nm, and \(2D=0.32\) nm exceeds the neighbour distance, so a hard sphere of this size can touch two neighbouring atoms at once. The binary picture has then failed. By this criterion it fails already below about 54 eV, where \(2D\) reaches the neighbour distance, and equation (3) puts 83% of the projectiles below that energy after five collisions.
- **Binding.** A rough binding energy of 5 eV is 0.5% of \(E_0\) but a third of \(E_c\).
- **Thermal motion.** At 300 K the classical thermal speed of a target atom is 5% of the projectile speed at 15 eV, and zero-point motion raises this to about 6%. Target motion at that speed along the line of flight changes the collision energy by about twice this fraction, still less than the ratio of one third found for binding.

The binary picture and the neglect of binding are thus best justified for the first, energetic collisions. The hard wall is not exact even there: at 1000 eV it gives a mean logarithmic loss of 1 for \(b<D\), where the ZBL repulsion gives 0.81. The median of 9.4 eV after five collisions already lies below the threshold, where it is a property of the model and not a prediction for silicon. The ZBL figures are themselves model values, since they assume random binary encounters and leave out crystal structure and binding.

## Calculated quantities

```
Initial energy E0 = 1000 eV
Threshold Ec (rough) = 15 eV
Number of collisions n = 5
Sampled chains = 200000
Sample mean of ln(E0/En) = 5.001
Sample variance of ln(E0/En) = 5.011
Largest gap of sampled and gamma CDF = 0.0017
Correlation of first two log losses = -0.0016
Mean energy after n = 31.25 eV
Sampled mean energy after n = 31.35 eV
Standard deviation of energy after n = 56.0 eV
E0 exp(-n) = 6.74 eV
Median energy after n = 9.36 eV
10 percent quantile of energy = 0.34 eV
90 percent quantile of energy = 87.8 eV
Probability En < Ec = 0.5899
Sampled probability En < Ec = 0.5897
L = ln(E0/Ec) = 4.1997
Mean collisions to pass Ec = 5.200
Sampled mean collisions = 5.198
Standard deviation of collisions = 2.049
Sampled standard deviation = 2.052
P(N=k), k=1..5: 0.0150 0.0630 0.1323 0.1852 0.1944
P(N=k), k=6..10: 0.1633 0.1143 0.0686 0.0360 0.0168
Mean log loss, faster partner = 0.3069
Sampled, faster partner = 0.3067
Masses: Si 28.086 u, B 10.81 u
alpha for B on Si = 0.1973
Mean log loss, B on Si = 0.6011
Sampled, B on Si = 0.5999
Steep repulsion, power 100: ratio error = 0.0066
Steep repulsion, power 400: ratio error = 0.0017
Si lattice constant (rough) = 0.543 nm
Si atom density = 50.0 nm^-3
Neighbour distance = 0.235 nm
Head-on contact distance at E0 = 0.0489 nm
Head-on contact distance at Ec = 0.1584 nm
Hard-sphere free path at E0 = 2.66 nm
Hard-sphere free path at Ec = 0.254 nm
Radius of one-atom cell disc = 0.1532 nm
ZBL mean log loss at E0, b < D = 0.812
ZBL mean log loss at E0, cell disc = 0.103
ZBL mean encounters to pass Ec = 20.71
ZBL standard deviation = 9.00
Shift on refining ZBL table = 0.0235
Electronic stopping at E0 = 27.9 eV/nm
Electronic loss per free path / E0 = 0.074
Binding energy (rough) = 5 eV
Binding energy / Ec = 0.33
Target temperature = 300 K
Mean thermal energy = 0.0388 eV
Thermal speed / projectile speed at Ec = 0.051
```
